# Oxygen Sites Without a Dopant Neighbour in Randomly Doped Fluorite

## The problem

An oxide MO\(_2\) has the fluorite structure. Dopant cations replace 20 percent of its host cations, and the dopants are distributed at random over the cation sites. What fraction of the oxygen sites has no dopant among its nearest cation neighbours?

Three conventions fix the question. The percentage refers to cations, so the dopant fraction is \(x=0.20\). An oxygen site counts whether it is filled or vacant. "Random" means that every placement of the given number of dopants on the cation sites is equally likely. The crystal is large, and its surface is ignored.

## A tempting solution

Each oxygen site has four nearest cations. Each of these is a dopant with probability 0.20. The probability that the site has a dopant neighbour is therefore

\[
0.20+0.20+0.20+0.20=0.80 ,
\]

and the fraction without one is \(1-4x=0.20\).

## Where it fails

The number of neighbours is right, and so is the probability for each of them. The fault is the addition. Probabilities of several events add up to the probability that at least one occurs if no two of them can occur together. Here two, three or all four neighbours may be dopants at once.

The sum \(4x=0.80\) does have a meaning: it is the mean number of dopant neighbours per oxygen site. A site with two dopant neighbours contributes two to this mean, although it is only one site.

A larger dopant fraction exposes the fault. At \(x=0.25\) the tempting formula leaves no dopant-free site at all, and at \(x=0.30\) it gives a negative fraction. Yet in a large random crystal with 70 percent host cations, some oxygen sites surrounded by four hosts are practically certain to remain.

## The right solution

### Four neighbours

Let \(a\) be the edge of the cubic cell, and measure coordinates in units of \(a/4\). The cations form a face-centred cubic lattice, with coordinates \((2h,2k,2l)\), where \(h,k,l\) are integers and \(h+k+l\) is even. Take the oxygen site at \((1,1,1)\). Every coordinate difference between it and a cation is odd, so the smallest possible squared distance is \(1+1+1=3\).

The eight points at this distance have coordinates 0 or 2. The condition on \(h+k+l\) keeps those with an even number of 2s:

\[
(0,0,0),\quad (0,2,2),\quad (2,0,2),\quad (2,2,0).
\]

These are the four nearest cations, at distance \(\sqrt3\,a/4\). Any two of them differ by 2 in two coordinates, so they are \(\sqrt8\,a/4=a/\sqrt2\) apart, which is the nearest cation–cation distance. The four cations thus form a tetrahedron of mutual neighbours, a fact needed below.

The next possible squared distance from the oxygen site is \(9+1+1=11\), which gives \(\sqrt{11}\,a/4\). With \(a=0.54\) nm, a rough value for doped ceria, the two distances are 0.234 nm and 0.448 nm; their last digit is no better than the rough cell edge, and relaxation around dopants and vacancies is ignored. The gap between them makes "nearest neighbour" unambiguous.

### All four must be hosts

Let the crystal have \(N\) cation sites and \(D=xN\) dopants. Look at the four cation sites around one oxygen site in turn. The first is a host with probability \((N-D)/N\). If it is, \(N-D-1\) hosts remain for the other \(N-1\) sites, so the second is a host with probability \((N-D-1)/(N-1)\). Continuing in this way gives

\[
f_N=\frac{N-D}{N}\,\frac{N-D-1}{N-1}\,\frac{N-D-2}{N-2}\,\frac{N-D-3}{N-3}.
\]

Here multiplication is right, because all four conditions must hold and each factor takes the earlier ones into account. When \(N\) grows at fixed \(x\), each factor tends to \(1-x\). Hence

\[
f_0=(1-x)^4 .
\]

For \(x=0.20\),

\[
f_0=0.80^4=0.64^2=0.4096\approx 0.41 .
\]

About 41 percent of the oxygen sites have no dopant neighbour, twice the tempting answer.

### From one site to the whole crystal

Adjacent oxygen sites share cations, so their surroundings are not independent. This does not affect the mean fraction. Assign to each oxygen site the number 1 if it is dopant-free and 0 otherwise. The fraction sought is the average of these numbers over all sites. The mean of a sum is the sum of the means, whether or not the terms are correlated, and each mean equals \(f_N\). A single large crystal lies close to this mean: oxygen sites that share no cation are almost independent, so the deviations average out, and their typical size falls as \(1/\sqrt N\).

### How large is "large"?

Write the factor with index \(k=0,1,2,3\) as

\[
\frac{N-D-k}{N-k}=(1-x)\,\frac{1-\dfrac{k}{(1-x)N}}{1-\dfrac{k}{N}}
\approx(1-x)\left[1-\frac{k}{N}\left(\frac{1}{1-x}-1\right)\right].
\]

The last bracket contains \(1/(1-x)-1=x/(1-x)\). Multiplying the four factors and keeping first order in \(1/N\), with \(0+1+2+3=6\), gives

\[
f_N\approx(1-x)^4\left[1-\frac{6x}{(1-x)N}\right].
\]

For 100 dopants on 500 cation sites the relative correction is \(-6(0.25)/500=-0.003\). The full product gives 0.4084 instead of 0.4096, in agreement. For a macroscopic crystal the correction is negligible.

A very small crystal tests the product directly. There are 35960 ways to place 4 dopants on 32 cation sites. Counting the dopant-free oxygen sites over all of them gives 0.5694, equal to the product formula. The large-crystal formula at \(x=1/8\) gives 0.5862, so at this size the finite number of cations matters.

## What the wrong sum counted

The probability of exactly \(n\) dopant neighbours in a large crystal is

\[
P(n)=\binom4n x^n(1-x)^{4-n}.
\]

The binomial coefficient counts the choices of the \(n\) dopant positions, and the other factors give the probability of each choice. At \(x=0.20\):

| \(n\) | 0 | 1 | 2 | 3 | 4 |
|---|---|---|---|---|---|
| \(P(n)\) | 0.4096 | 0.4096 | 0.1536 | 0.0256 | 0.0016 |

The first two entries are equal because \(P(1)/P(0)=4x/(1-x)\), which is 1 at \(x=1/5\).

The fraction of sites with at least one dopant neighbour is \(1-0.4096=0.5904\). The tempting solution put it at 0.80. The excess is the repeated counting of sites with more than one dopant neighbour: one extra count for \(n=2\), two for \(n=3\) and three for \(n=4\). Their sum is

\[
0.1536+2(0.0256)+3(0.0016)=0.2096=0.80-0.5904 .
\]

Expanding the correct result shows when the tempting formula is usable:

\[
(1-x)^4=1-4x+6x^2-4x^3+x^4 .
\]

For \(x\ll1\) the first two terms suffice, since two dopants seldom meet at the same oxygen site. At \(x=0.20\) the next term is \(6x^2=0.24\), larger than the 0.20 that the first two terms leave.

### A crystal in which 0.20 is correct

The tempting answer describes an ordered crystal. The face-centred cubic cation lattice consists of four simple cubic sublattices, and each oxygen site has one neighbour on each of them: the four cations listed above. Put all dopants on a single sublattice. It holds one quarter of the cation sites, so at \(x=0.20\) a fraction \(4x=0.80\) of it is filled. No oxygen site can then have two dopant neighbours, and the dopant-free fraction is \(1-4x=0.20\).

The opposite extreme is separation into a large region of pure dopant oxide and a large region of pure host, with the same lattice assumed for both. Apart from the interface, an oxygen site has four dopant neighbours or none, and the dopant-free fraction is \(1-x=0.80\).

No arrangement leaves this range. The mean number of dopant neighbours is \(4x\) for every arrangement, because each cation adjoins the same number of oxygen sites. If \(q\) is the fraction of sites with at least one dopant neighbour, each such site has between one and four, so \(q\le4x\le4q\). Therefore \(x\le q\le4x\), and the dopant-free fraction \(1-q\) lies between \(1-4x\) and \(1-x\). The composition alone does not determine the answer; the word "random" in the problem does.

## Two changes of wording that change the number

### Mole percent of dopant oxide

Suppose that "20 percent" meant 20 mol% of M\('_2\)O\(_3\), where M\('\) is the dopant, mixed with MO\(_2\). With a mole fraction \(m\) of dopant oxide, there are \(2m\) dopant cations and \(1-m\) host cations per mole of formula units. Thus

\[
x=\frac{2m}{2m+1-m}=\frac{2m}{1+m}.
\]

For \(m=0.20\) this is \(x=0.40/1.20=0.3333\), and \(f_0=(2/3)^4=0.1975\). This is close to the tempting answer of 0.20 by coincidence: it is a correct answer for another composition.

### Oxygen ions instead of oxygen sites

Let the host cation have charge \(+4\) and the dopant \(+3\). Each dopant removes one unit of positive charge, and each missing O\(^{2-}\) ion removes two units of negative charge. If vacancies alone compensate the dopants, there are \(D/2\) of them. Fluorite has \(2N\) oxygen sites, so the vacant fraction is

\[
v=\frac{D/2}{2N}=\frac{x}{4}=0.05 .
\]

Let \(g\) be the fraction of the vacancies that lie on dopant-free sites. Per oxygen site, there are \(f_0-gv\) ions without a dopant neighbour and \(1-v\) ions in all. The dopant-free fraction of ions is

\[
f_{\rm ion}=\frac{f_0-gv}{1-v}.
\]

If the vacancies are also random, \(g=f_0\), and the numerator is \(f_0(1-v)\). Then \(f_{\rm ion}=f_0\): random removal changes nothing on average. The extremes, with the cations still random, are

\[
g=0:\quad \frac{0.4096}{0.95}=0.431,
\qquad
g=1:\quad \frac{0.4096-0.05}{0.95}=0.379 .
\]

In the first case every vacancy sits beside a dopant, and in the second none does. Since \(f_{\rm ion}\) is linear in \(g\), these values bound the answer for ions. Relative to \(f_0\), attraction between vacancies and dopants therefore raises it by at most about 5 percent, and repulsion between them lowers it by at most about 8 percent.

## When the dopants are not quite random

Dopants interact while the cations can still move, during preparation at high temperature. A simple model assigns an energy \(W\) to each pair of dopants on nearest cation sites and assumes that the equilibrium arrangement at temperature \(T\) is then frozen in. Positive \(W\) means repulsion. The effect on \(f_0\) can be found to first order in \(w=W/kT\), where \(k\) is the Boltzmann constant.

Let \(s_i=1\) on a dopant and \(s_i=0\) on a host, and write \(s_i=x+u_i\). The composition is fixed, so \(\sum_i u_i=0\). Each cation has 12 nearest cations, which makes \(6N\) pairs. The number of dopant pairs is

\[
\sum_{\rm pairs}s_is_j
=6Nx^2+x\sum_{\rm pairs}(u_i+u_j)+\sum_{\rm pairs}u_iu_j .
\]

In the middle sum each \(u_i\) appears 12 times, so that sum vanishes. The first term is constant and has no effect on the relative weights of arrangements. What remains is \(U=\sum_{\rm pairs}u_iu_j\), and each arrangement has the weight \(e^{-wU}\), which is \(1-wU\) to first order in \(w\). In a large crystal \(wU\) itself need not be small. The expansion is therefore made at fixed \(N\), where it gives the slope of the dopant-free fraction at \(w=0\), and \(N\) is made large afterwards.

Let \(I=1\) if the four cations around a chosen oxygen site are all hosts, and \(I=0\) otherwise. With angle brackets for the average over random arrangements,

\[
f=\frac{\langle I(1-wU)\rangle}{\langle 1-wU\rangle}
\approx\langle I\rangle-w\bigl(\langle IU\rangle-\langle I\rangle\langle U\rangle\bigr)
=f_0\bigl[1-w\,(U_{\rm h}-\langle U\rangle)\bigr].
\]

Here \(U_{\rm h}=\langle IU\rangle/\langle I\rangle\) is the average of \(U\) over those random arrangements in which the four sites are hosts, and \(\langle I\rangle\) has been replaced by its large-crystal value \(f_0\).

First find \(\langle U\rangle\). Multiplying \(\sum_ju_j=0\) by \(u_i\) and averaging gives \(\langle u_i^2\rangle+(N-1)\langle u_iu_j\rangle=0\). Since \(\langle u_i^2\rangle=x(1-x)\), each pair has the average \(-x(1-x)/(N-1)\), and \(6N\) pairs give \(\langle U\rangle\to-6x(1-x)\).

Now require the four sites to be hosts, and divide the pairs into three groups.

- The six pairs within the tetrahedron have \(u_i=u_j=-x\). They contribute \(6x^2\).
- Pairs with one site in the tetrahedron are finite in number. The \(D\) dopants now share \(N-4\) sites, so an outside site has mean \(u=D/(N-4)-x=4x/(N-4)\). The contribution of this group vanishes for large \(N\).
- The pairs outside number \(6N\) less a finite number. Each has an average of \(-x(1-x)/N\), up to corrections of order \(1/N^2\). Together they again give \(-6x(1-x)\).

The difference \(U_{\rm h}-\langle U\rangle\) is therefore \(6x^2\), and

\[
f\approx(1-x)^4\left(1-6x^2\,\frac{W}{kT}\right).
\]

Repulsion spreads the dopants out, so that they touch more oxygen sites and leave fewer free. Attraction gathers them and leaves more free. The shifts point towards the values 0.20 and 0.80 of the ordered and the separated crystal described above.

Take the trial values \(|W|=0.03\) eV and \(T=1500\) K. Then \(kT=0.1293\) eV, \(|w|=0.232\), and the relative shift is \(0.24\times0.232=0.056\). The formula gives

\[
f\approx0.387\ \text{(repulsion)},\qquad f\approx0.432\ \text{(attraction)}.
\]

A Monte Carlo simulation of the same model, which exchanges dopants and hosts in crystals of 500 cations, gives 0.390 and 0.436 after an approximate scaling to a large crystal, which uses the ratio of \(f_0\) to \(f_N\) for random dopants. The last digit of these values depends on the crystal size: about 43000 cations give 0.389 and 0.437. The relative slope in the 500-cation crystals, taken between \(w=-0.1\) and \(w=0.1\), is \(-0.239\) with a sampling noise of about 0.004. It is compatible with \(-6x^2=-0.240\), and also with \(-0.236\), the exact first-order slope for 100 dopants on 500 sites. At the trial values both simulated fractions lie slightly above the first-order ones, so the terms beyond first order raise \(f\) for either sign of \(W\) here.

## The number in a real electrolyte

Ceria with 20 percent of its cations replaced by gadolinium is an oxygen-ion conductor. With vacancy compensation its formula is Ce\(_{0.8}\)Gd\(_{0.2}\)O\(_{1.9}\), where \(1.9=2(1-0.05)\). The composition of the exercise is thus a realistic one. The assumption most open to doubt is perfect randomness, both of the cations and of the vacancies. The pair energy above is a round trial value, not a measured property of this material; at that strength it shifts the site fraction by roughly 5 to 7 percent of its value. A stronger interaction, or one reaching beyond nearest cations, could shift it much further. Two dopants with one unit of effective charge each, at the distance \(a/\sqrt2\approx0.38\) nm in a medium with an assumed dielectric constant of 25, repel with about 0.15 eV, or \(w\approx1.2\) at 1500 K. With this value as the pair energy, a simulation of the model gives about 0.33, nearly 20 percent below \(f_0\), and the first-order formula, which gives 0.29, is no longer adequate. This is only a scale: the oxygen vacancies, which the model leaves out, screen the repulsion and can bind dopants together. For a real sample, "about 0.41" is therefore a reference value for random doping, and even its second digit depends on how nearly random the cations are.

Nor does the result mean that 41 percent of the oxygen sites are beyond the influence of dopants. The second cation shell, at 0.448 nm, has differences of the type \((\pm3,\pm1,\pm1)\) in units of \(a/4\). There are 24 such vectors. Reversing the sign of one component \(\pm1\) changes \(h+k+l\) by one, so half of the vectors lead to cations, which makes 12. A site with no dopant in either shell needs 16 hosts, and in a random crystal the fraction of such sites is \((1-x)^{16}=0.4096^4\approx0.03\). Most sites without a dopant neighbour still have a dopant in the next shell. The value 0.41 answers a question about nearest neighbours; it does not give the fraction of mobile oxygen ions, which also depends on the energies of the sites and on the paths between them.

The numerical output below lists the main values used here, together with the neighbour distribution and vacancy bounds counted in randomly generated crystals.

## Computed results

```
Cell edge, rough input: 0.54 nm
Nearest cations per oxygen site: 4
Nearest oxygen-cation distance: 0.234 nm
Next oxygen-cation distance: 0.448 nm
Dopant fraction of cations x: 0.20
Dopant-free fraction f0, large crystal: 0.4096
Enumeration, 4 dopants on 32 cations:
  placements: 35960
  dopant-free fraction: 0.5694
  large-crystal formula at x = 1/8: 0.5862
Finite crystal, 100 dopants on 500 cations: 0.4084
Dopant neighbours n, binomial P(n), sampled P(n):
  0  0.4096  0.4092
  1  0.4096  0.4095
  2  0.1536  0.1539
  3  0.0256  0.0258
  4  0.0016  0.0016
Mean number of dopant neighbours: 0.80
False estimate 1 - 4x: 0.20
x for 20 mol% M2O3: 0.3333
f0 for 20 mol% M2O3: 0.1975
Vacant fraction of oxygen sites v: 0.050
Dopant-free fraction of oxygen ions, formula and counted:
  vacancies random: 0.4096  0.4080
  all beside dopants: 0.4312  0.4296
  all away from dopants: 0.3785  0.3769
Trial pair energy, magnitude: 0.03 eV
Freeze-in temperature: 1500 K
Thermal energy kT: 0.1293 eV
Ratio W/kT, magnitude: 0.232
Relative slope -6x^2, formula: -0.240
Relative slope, Monte Carlo: -0.239
Dopant-free site fraction, first order and Monte Carlo:
  repulsion: 0.387  0.390
  attraction: 0.432  0.436
```
